# Why a Magnetic Field Lowers Resistance in Barely Metallic Doped Silicon

In weakly spin-orbit-coupled, metallic doped silicon, a magnetic field can lower the resistance because flux destroys the interference that helps electrons return to where they started. To leading order in disorder, the conductivity gain is

\[
\Delta\sigma(B)=\frac{e^2}{\hbar}\frac{f(\delta)}{2\pi^2l_B},\quad
\delta=\frac{l_B^2}{4L^2},\quad
f(\delta)=-2\sqrt\delta-\zeta\!\left(\tfrac12,\tfrac12+\delta\right).
\]

Here \(l_B=\sqrt{\hbar/eB}\) is the magnetic length, \(L\) the phase-coherence length and \(\zeta\) the Hurwitz zeta function. For the model treated below, with \(L=40\) nm, a field of 1 T lowers the resistance by 0.56%.

The result assumes a three-dimensional sample, degenerate electrons, \(L\) and \(l_B\) much longer than the mean free path \(l\), and intervalley scattering much faster than both dephasing and diffusion over a distance \(l_B\). The last condition becomes stricter as the field rises. Just above the metal-insulator transition the expansion in weak disorder is marginal, so the formula is an estimate there.

## What the flux removes

Consider a closed path through several impurities. Without a field, the path and its reverse have the same amplitude \(a\). Together they give \(|a+a|^2=4|a|^2\), twice the incoherent sum \(2|a|^2\). A single scattering event has no distinct reverse partner and gets no such enhancement.

If the loop has projected area \(S\), the field multiplies the two amplitudes by \(e^{i\theta}\) and \(e^{-i\theta}\), with \(\theta=eBS/\hbar\). The intensity becomes

\[
|ae^{i\theta}+ae^{-i\theta}|^2=2|a|^2(1+\cos2\theta).
\]

Different loops have different areas. Once the phases \(2\theta\) are widely spread, averaging over the loops suppresses the cosine and leaves the incoherent sum. A weaker field removes only part of the enhancement.

A disordered lattice wire shows this reduction without the diffusion approximation. It had 10 by 30 sites, seven channels, field-free leads and 1500 disorder samples. The same samples were used at each flux, and the energy was held at −0.88 hopping units. Raising the flux phase \(e\Phi/\hbar\) from zero to 0.04 rad per lattice cell changed the summed probabilities as follows:

- reflection into the incoming channel fell from 1.267 to 0.914;
- reflection into other channels rose from 4.080 to 4.351;
- conductance rose from 1.653 to 1.735 \(e^2/h\) per spin.

Most of the lost backscattering reappears in other reflected channels, and the rest, \(0.082\pm0.007\), is transmitted. The calculated ordinary scattering rate changed by only −0.28%, against a conductance gain of 4.96%.

A second case, at energy −1.00 and a stronger field, gained only \(0.037\pm0.009\), while its ordinary scattering rate rose by 3.02%. Both the energy and the field differ from the first case, so this run does not show why the gain is smaller.

## From backscattering to conductivity

In the algebra \(\hbar=e=m_e=1\), and \(B\) is scaled so that \(l_B=B^{-1/2}\). Let \(\nu\) be the density of states per spin, summed over valleys, and \(\tau\) the elastic scattering time. For two spins the Kubo-Greenwood formula is

\[
\sigma=\frac{2\pi}{V}\,\mathrm{Tr}\,[v_x\delta(E-H)v_x\delta(E-H)].
\]

Insert \(\delta(E-H)=(G^A-G^R)/(2\pi i)\). Products of two retarded or two advanced functions have their poles on one side of the real energy axis, so in a wide band they integrate to zero. The two mixed products are equal and give

\[
\sigma=\frac1{\pi V}\mathrm{Tr}\,[v_xG^Rv_xG^A].
\]

With energy \(\xi\) measured from the Fermi level, the averaged functions are \(G^{R,A}=1/(-\xi\pm i/2\tau)\). Without interference,

\[
\sigma_0=\frac{\nu\langle v_x^2\rangle}{\pi}
\int\frac{d\xi}{\xi^2+1/4\tau^2}
=2\nu\tau\langle v_x^2\rangle=2\nu D .
\]

This defines the diffusivity \(D=\tau\langle v_x^2\rangle\) and fixes the normalization.

**The reversed-path ladder.** Take short-range impurities that scatter equally within and between valleys. Their correlation strength is \(u=1/(2\pi\nu\tau)\), from the golden rule \(1/\tau=2\pi\nu u\). Interference between a path and its reverse is the sum of maximally crossed diagrams. Reversing one path turns this sum into a ladder in the total momentum \(\mathbf Q=\mathbf k+\mathbf k'\).

One rung contributes, with \(w=\mathbf v\cdot\mathbf Q\),

\[
\Pi=\left\langle\int\frac{d\xi}{2\pi\tau}
\frac1{(\xi-i/2\tau)(\xi-w+i/2\tau)}\right\rangle
=\left\langle\frac1{1+iw\tau}\right\rangle .
\]

The integral was closed around the pole at \(\xi=i/2\tau\). The term linear in \(w\) averages to zero, leaving \(1-\Pi\simeq\tau^2\langle w^2\rangle\).

Silicon has two valleys along each cubic axis. In one valley \(\langle v_i^2\rangle=2E_F/3m_i\), so averaging over all six gives the same diffusivity in every direction:

\[
D=\frac{2E_F\tau}{3m_c},\qquad
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\]

Hence \(1-\Pi=D\tau Q^2\). Direct integration at \(Q\tau\sqrt{2E_F/m_e}=0.02\) agrees with this law within about 0.12% along [100], [110] and [111].

Dephasing at rate \(1/\tau_\phi\) adds \(\tau/\tau_\phi\) to \(1-\Pi\). At small \(Q\), where \(\Pi\simeq1\), the ladder is

\[
C(Q)=\frac{u\Pi}{1-\Pi}\simeq
\frac1{2\pi\nu\tau^2(DQ^2+1/\tau_\phi)}.
\]

**The negative sign.** For small \(Q\) the outgoing momentum is \(-\mathbf k\), so the two velocities multiply to \(-v_x^2\). Four Green functions remain outside the ladder:

\[
\nu\langle v_x^2\rangle\int\frac{d\xi}{(\xi^2+1/4\tau^2)^2}
=4\pi\nu\langle v_x^2\rangle\tau^3=4\pi\nu D\tau^2 .
\]

Multiplying by \(-1/\pi\) and \(C(Q)\), the factors \(\nu\tau^2\) cancel:

\[
\delta\sigma=-\frac{2D}{\pi}\int\frac{d^3Q}{(2\pi)^3}
\frac1{DQ^2+1/\tau_\phi}.
\]

Enhanced return therefore lowers the conductivity.

## Flux in a diffusing pair

Write the denominator as an integral over loop duration \(t\):

\[
\frac1{DQ^2+1/\tau_\phi}=\int_0^\infty dt\,e^{-DQ^2t-t/\tau_\phi}.
\]

The momentum integral then gives the classical return density \((4\pi Dt)^{-3/2}\).

In a field the two path phases add instead of cancelling, so the pair moves like a particle of charge two. Its transverse momentum components have a commutator of magnitude \(2B\). Like an oscillator, \(Q_\perp^2\) then takes the values \(4B(n+\tfrac12)\), with \(B/\pi\) states per unit area. Motion along the field is unchanged. The return density becomes

\[
P_B=\frac1{\sqrt{4\pi Dt}}\frac B\pi
\sum_{n=0}^{\infty}e^{-4BDt(n+1/2)}
=\frac1{\sqrt{4\pi Dt}}\frac{B}{2\pi\sinh(2BDt)}.
\]

With \(y=2BDt\), this is

\[
P_B=\frac1{(4\pi Dt)^{3/2}}\frac y{\sinh y}.
\]

The factor \(y/\sinh y\) is the average of \(\cos2\theta\) over diffusive loops of duration \(t\). At \(y=1,2,3\) the formula gives 0.8509, 0.5514 and 0.2995. A charged walk on a lattice gives 0.8522, 0.5552 and 0.3045.

Subtracting the zero-field correction gives

\[
\Delta\sigma=\frac{2D}{\pi}\int_0^\infty
\frac{dt\,e^{-t/\tau_\phi}}{(4\pi Dt)^{3/2}}
\left(1-\frac y{\sinh y}\right).
\]

Since \(\sinh y>y\) for \(y>0\), the integrand is positive at every loop duration. This is the origin of the negative magnetoresistance. At short times the bracket is proportional to \(t^2\), so the integral converges without a cutoff at \(\tau\).

## Closed form and two limits

Since \(L^2=D\tau_\phi\), one has \(1/\tau_\phi=4BD\delta\). Return to the momentum form and integrate over the component \(q\) along the field, using \(\int dq/[2\pi(q^2+\kappa^2)]=1/2\kappa\). The correction in the field is

\[
\delta\sigma_B=-\frac{\sqrt B}{2\pi^2}
\sum_n\frac1{\sqrt{n+\frac12+\delta}} .
\]

At zero field, put \(Q_\perp^2=4Bs\). Then \(d^2Q_\perp/(2\pi)^2=(B/\pi)ds\), and the sum is replaced by \(\int ds/\sqrt{s+\delta}\). Both diverge at the upper end, but with a common upper limit their difference is finite:

\[
f=\sum_{n=0}^{\infty}\left[
2\sqrt{n+1+\delta}-2\sqrt{n+\delta}
-\frac1{\sqrt{n+\frac12+\delta}}\right].
\]

The first \(N\) square-root differences add to \(2\sqrt{N+\delta}-2\sqrt\delta\). The zeta function is

\[
\zeta(\tfrac12,\tfrac12+\delta)=\lim_{N\to\infty}
\left[\sum_{n=0}^{N-1}\frac1{\sqrt{n+\frac12+\delta}}
-2\sqrt{N+\delta}\right],
\]

which gives the closed form stated at the start.

**Low field.** When \(l_B\gg2L\), dephasing ends the loops before \(y\) becomes large, so \(1-y/\sinh y\simeq y^2/6=2B^2D^2t^2/3\). With \(\int_0^\infty t^{1/2}e^{-t/\tau_\phi}dt=\sqrt\pi\,\tau_\phi^{3/2}/2\),

\[
\Delta\sigma\simeq\frac{2D}{\pi}\,\frac{2B^2D^2}{3}\,
\frac{\sqrt\pi\,\tau_\phi^{3/2}}{2(4\pi D)^{3/2}}
=\frac{B^2L^3}{12\pi^2}.
\]

In ordinary units this is \((e^2/\hbar)L^3/(12\pi^2l_B^4)\). The strong dependence on \(L\) reflects the larger flux through longer loops.

**High field.** When \(l_B\ll2L\) but still \(l_B\gg l\), \(f\) tends to 0.605 and \(\Delta\sigma\) grows as \(\sqrt B\). The approach is slow because the leading correction to \(f\) is \(-2\sqrt\delta\).

## How large the effect is

The example uses a carrier density of \(5\times10^{18}\) cm⁻³, a mobility \(\mu=200\) cm²/Vs, a temperature of 4.2 K and \(L=40\) nm. These are round model values. The rough band masses \(m_l=0.916\,m_e\) and \(m_t=0.191\,m_e\) give \(m_c=0.259\,m_e\). Filling six valleys gives \(E_F=0.0100\) eV, and the mobility gives \(\tau=29.5\) fs. Then

\[
D=\frac{2E_F\mu}{3e}=\frac{2(0.01003\ \mathrm V)(200\ \mathrm{cm^2/Vs})}{3}
=1.34\ \mathrm{cm^2/s}.
\]

The mean free path is \(l=\sqrt{3D\tau}=3.44\) nm, and the conductivity is \(\sigma=ne\mu=160\) S/cm.

At 1 T, \(l_B=25.66\) nm and \(\delta=25.66^2/(4\times40^2)=0.103\), for which \(f=0.188\). With \(e^2/\hbar=2.434\times10^{-4}\) S,

\[
\Delta\sigma=\frac{2.434\times10^{-4}\ \mathrm S}
{2\pi^2(25.66\times10^{-7}\ \mathrm{cm})}\,(0.188)
=0.90\ \mathrm{S/cm}.
\]

For a small Hall angle,

\[
\frac{\Delta\rho}{\rho}=\frac1{1+0.902/160.2}-1=-0.56\%.
\]

With \(L\) and \(\sigma\) held fixed, the field dependence is:

| Field (T) | Gain (S/cm) | Resistance change (%) |
|---:|---:|---:|
| 0.01 | 0.00030 | −0.00019 |
| 0.1 | 0.028 | −0.017 |
| 0.3 | 0.18 | −0.11 |
| 1 | 0.90 | −0.56 |
| 3 | 2.6 | −1.6 |

The crossover field \(\hbar/(4eL^2)\) is 0.103 T. From 0.01 to 0.1 T the gain grows by a factor of about 92, close to quadratic. From 1 to 3 T it grows by 2.9, which is nearly linear and not yet \(\sqrt B\). To bring \(f\) within 10% of its high-field value, the leading correction requires \(2\sqrt\delta<0.06\), or more than about 100 T. There \(l_B\) would be shorter than \(l\), so this example never reaches a valid \(\sqrt B\) regime.

At 1 T, changing \(L\) alone to 20 or 80 nm changes the gain to 0.28 or 1.65 S/cm. The coherence length is therefore a major uncertainty in any prediction.

## Where the estimate can fail

**Strong disorder.** The example has \(k_Fl=1.00\). Its level broadening, \(\hbar/2\tau=11\) meV, is as large as the Fermi energy of 10 meV, so the wide-band integrals used in the derivation are not accurate here. A cube of side \(l_B\) at 1 T has a conductance of only 1.7 \(e^2/\hbar\), so higher-order corrections need not be small. The total zero-field correction also depends on short loops. Cutting its momentum integral at \(1/l\) gives

\[
\delta\sigma(0)=-\frac{e^2}{\hbar\pi^3}
\left[\frac1l-\frac{\arctan(L/l)}L\right]=-19.9\ \mathrm{S/cm},
\]

and changing the cutoff changes this number. The field-dependent part is less sensitive to it, because at 1 T \(l/l_B=0.13\) and the affected loops are longer than \(l\).

**Valley mixing.** If the valleys stayed decoupled throughout \(\tau_\phi\), each would contribute its own interference term. Six isotropic valleys would give a factor of six. The anisotropic masses make the factor depend on the directions of field and current. With the same \(\tau\) and \(\tau_\phi\), a 1 T field along [001] and current along [100], the gain would be 7.0 S/cm, or 7.8 times larger. With the current along that field it would be 4.8 S/cm (5.3 times), and with the field along [110] and current along [001] it would be 7.6 S/cm (8.4 times).

**Spin-orbit scattering.** The spin trace of the reversed pair counts three triplet states with weight \(+1\) and one singlet with weight \(-1\). Their sum, 2, is the spin factor used above. If spin-orbit scattering removes the triplets well before dephasing, \(-1\) remains for the long loops. The low-field change in conductivity then reverses sign and halves, so the magnetoresistance from interference becomes positive. This requires \(l_B\) to be much longer than the distance diffused before spin-orbit scattering acts; a stronger field also affects shorter loops, whose triplets survive.

**Other field effects.** At 1 T the classical orbital scale \((\mu B)^2\) is 0.040%, against the calculated 0.56%; at 3 T it is 0.36%, against 1.6%. The Zeeman energy is 0.32 of the thermal energy. A standard interaction formula, used here for size only and with unit coupling, gives −0.016 S/cm. With the same \(D\) it gives −0.14 S/cm at 3 T and 4.2 K, and −0.13 S/cm at 1 T and 1 K. The actual coupling near the transition may differ, and this opposing term grows with field and on cooling. Thermal smearing is modest, since \(k_BT/E_F=0.036\).

**The real material.** The example corresponds roughly to phosphorus-doped silicon somewhat above its critical density, which is a few times \(10^{18}\) cm⁻³. There the donor-derived states need not follow the parabolic bands assumed here, and the diffusivity can depend on length scale. Those errors are not quantified by this model. The assumptions that were varied move the 1 T gain from 0.28 to 1.65 S/cm for the chosen range of \(L\), and to between about 4.8 and 7.6 S/cm for decoupled valleys, over the field and current directions listed above.

## What to do with a measurement

Use a sample much thicker than \(L\). In a film of thickness \(d\) with reflecting faces and a perpendicular field, the low-field gain exceeds the bulk value by a fraction of about \(2L/d\), or 10% at \(d=20L\). Measure the part of the resistance that is even in field, starting well below \(\hbar/(4eL^2)\). Convert it to conductivity using the sample's own zero-field value. If the low-field gain is quadratic and the assumptions above hold,

\[
L=\left[\frac{12\pi^2l_B^4\,\Delta\sigma}{e^2/\hbar}\right]^{1/3}.
\]

This expression does not require \(D\). Because of the cube root, an amplitude wrong by a factor of eight changes \(L\) by a factor of two. The full function \(f\) then provides a consistency check through the crossover, where the same \(L\) should describe both the curvature and the higher-field shape.

Repeat the measurement at several temperatures. Within this model, a shorter \(L\) on warming weakens the low-field curvature and moves the crossover to higher field. If one \(L\) cannot fit both regions, examine valley mixing, spin-orbit scattering and interactions before treating the fitted value as a coherence length. The calculated values are collected in the numerical output.

## Computed values

```
MICROSCOPIC TESTS
Ladder / diffusion law [100],[110],[111]: 0.99884, 0.99902, 0.99908
Return factor y=1: lattice 0.8522, formula 0.8509
Return factor y=2: lattice 0.5552, formula 0.5514
Return factor y=3: lattice 0.3045, formula 0.2995
Wire: 10 x 30 sites, 7 channels, 1500 samples
Wire energy -0.88, disorder width 2.0 (hopping units)
Wire flux (h/e), same-channel R, other R, conductance (e^2/h per spin)
  0.000  1.267  4.080  1.653
  0.955  1.056  4.240  1.704
  1.910  0.914  4.351  1.735
Conductance gain: 0.082 +/- 0.007 e^2/h per spin
Same-channel reflection drop: 0.353 +/- 0.009
Relative gain 4.96 %, scattering-rate change -0.28 %
Limiting case: energy -1.00, phase per cell 0.10 rad
  gain 0.037 +/- 0.009 e^2/h, rate change 3.02 %
SILICON MODEL
Donor electron density: 5.00e+18 cm^-3
Mobility: 200 cm^2/Vs
Temperature: 4.2 K
Masses long, transverse: 0.916, 0.191 m_e
Masses conductivity, density of states: 0.259, 0.322 m_e
Fermi energy: 0.01003 eV
Elastic time: 29.5 fs
Diffusivity: 1.337 cm^2/s
Mean free path: 3.44 nm
k_F times mean free path: 1.00
Conductivity: 160.2 S/cm
Phase length and time: 40.0 nm, 11.97 ps
Crossover field hbar/(4eL^2): 0.103 T
High-field value of f: 0.6049
Field (T), magnetic length (nm), conductivity gain (S/cm), resistance (%)
  0.01  256.56  0.00030  -0.00019
  0.10  81.13  0.02796  -0.01745
  0.30  46.84  0.18437  -0.11494
  1.00  25.66  0.90225  -0.55998
  3.00  14.81  2.61286  -1.60465
Gain at 1 T for L=20 nm: 0.277 S/cm
Gain at 1 T for L=80 nm: 1.654 S/cm
LIMITS AND NEGLECTED EFFECTS AT 1 T
Mean free path / magnetic length: 0.134
Conductance of magnetic-length cube: 1.69 e^2/hbar
Zero-field correction, cutoff 1/l: -19.9 S/cm
Thermal / Fermi energy: 0.0361
Classical orbital scale (mobility*B)^2: 0.040 %
Zeeman / thermal energy: 0.320
Interaction estimate, unit coupling: -0.0161 S/cm
Gain with decoupled valleys: 7.024 S/cm
Decoupled / coupled valley gain: 7.78
```
